Why the tunnelling exponent of graphene nanoribbons follows the gap squared

Suppose the band-to-band tunnelling exponent of a graphene nanoribbon 3 nm wide is known, and the current of a ribbon half as wide is wanted at the same field. If the exponent is scaled as gap to the power 3/2, the prediction for the example below is 96 nA. The model from which that power was taken gives 15 nA. The formula with the 3/2 power is sound for each ribbon separately. The error lies in carrying the effective mass of the wide ribbon over to the narrow one.

**Two ribbons at one field**

Both ribbons have armchair edges and are labelled by N, the number of carbon dimer lines across the width. The nearest-neighbour hopping is t = 2.7 eV and the bond length is d = 0.142 nm, rough typical values for graphene. They fix the Dirac velocity v through

ħv = 3td/2 = 1.5 × 2.7 × 0.142 eV nm = 0.575 eV nm,

or v = 8.74 × 10⁵ m/s. The ribbons are ideal, transport is coherent, and a uniform field F = 1 MV/cm = 0.1 V/nm points along the ribbon. With q the elementary charge, qF = 0.1 eV/nm.

Eg denotes the full gap and m the band-edge mass of one band, not the reduced mass of an electron–hole pair. The tight-binding gaps are

N = 25, width 2.95 nm: Eg = 0.381 eV
N = 13, width 1.48 nm: Eg = 0.714 eV.

The transmission is written T = exp(−S). For two symmetric bands in a uniform field,

S = π m^(1/2) Eg^(3/2) / (2√2 ħqF).     (1)

With the Dirac mass m = Eg/(2v²), equation (1) becomes

S = π Eg² / (4ħv qF).     (2)

Both are proved below. For the wide ribbon, (2) gives

S = π × 0.381² / (4 × 0.575 × 0.1) = 1.98,  T = 0.138.

The gap ratio is 0.714/0.381 = 1.874. The mistaken step reads (1) as S ∝ Eg^(3/2):

S = 1.982 × 1.874^(3/2) = 1.982 × 2.566 = 5.09,  T = 6.2 × 10⁻³.

The mass, however, has also changed, from 0.0439 to 0.0823 electron masses. Equation (1) contains its square root, so the missing factor is (0.0823/0.0439)^(1/2) = 1.369, and

S = 5.086 × 1.369 = 6.96,  T = 9.5 × 10⁻⁴.

This is the direct result of (2), since 1.982 × 1.874² = 6.96. The mistaken scaling overestimates T by exp(6.963 − 5.086) = 6.5.

For the current, let the source valence band overlap the drain conduction band by an energy window w = 0.2 eV. Take T constant in the window, with source states full and drain states empty. One subband with two spins then carries

I = (2q/h) T w,

with w in joules. This is 2.1 μA for the wide ribbon and 14.7 nA for the narrow one. The mistaken exponent gives 95.8 nA for the latter.

**The correct statement**

Consider subbands of the form

E = ±[(ħvk)² + Δ²]^(1/2),  Δ = Eg/2,     (3)

with the same v for every width. At fixed F, S is proportional to Eg². The power 3/2 holds when the gap changes at fixed m, which by m = Eg/(2v²) would require v² to grow with the gap.

The mass follows from expanding (3) for ħv|k| much smaller than Δ:

E ≈ Δ + (ħvk)²/(2Δ).

Comparison with Δ + ħ²k²/(2m) gives

m = Δ/v² = Eg/(2v²).     (4)

Inside the gap k is imaginary. Setting k = iκ in (3) gives E² = Δ² − (ħvκ)², so

κ(E) = (Δ² − E²)^(1/2)/(ħv).     (5)

This one curve joins the valence band to the conduction band. Measure E from the local midgap and put E = qFx. The forbidden region runs from x = −Δ/(qF) to +Δ/(qF), a length Eg/(qF), which is 3.8 nm for the wide ribbon and 7.1 nm for the narrow one. The amplitude decays as exp(−∫κ dx) and the probability as its square. Hence

S = 2∫κ dx = [2/(ħv qF)] ∫(Δ² − E²)^(1/2) dE,

with E running from −Δ to Δ. The integral is the area πΔ²/2 of a half disc, so

S = πΔ²/(ħv qF) = πEg²/(4ħv qF).

To recover (1), solve (4) for the velocity, 1/v = (2m/Eg)^(1/2), and insert it:

S = π Eg² (2m)^(1/2) / (4ħqF Eg^(1/2)) = π m^(1/2) Eg^(3/2) / (2√2 ħqF),

because √2/4 = 1/(2√2). Thus (1) and (2) are one result, written with different quantities held in view.

The square does not depend on the half-disc shape. If κ = (Δ/ħv) f(E/Δ) with a fixed function f, then dx = dE/(qF) supplies a second factor Δ, and S is again proportional to Δ²/(ħv qF). The shape sets the coefficient. A single parabolic band with a triangular barrier of height Eg, for example, gives

S = 2∫[2m(Eg − qFx)]^(1/2) dx/ħ = 4(2m)^(1/2) Eg^(3/2)/(3ħqF),

with x from 0 to Eg/(qF). By (4), (2m)^(1/2) = Eg^(1/2)/v, so S = 4Eg²/(3ħv qF). The power is still two, but the coefficient is 16/(3π) = 1.70 times too large, because the valence band has been left out of κ.

**Proof beyond the decay estimate**

The decay integral leaves a possible prefactor undetermined. For (3) in an unbounded uniform field, the prefactor is one. The Hamiltonian behind (3) is ħvkσx + Δσz, where σx and σz are Pauli matrices; its square is (ħvk)² + Δ². Choose the direction in which the force on the electron is +qF. Then ħ dk/dt = qF, and k can replace time in the Schrödinger equation:

iqF dφ/dk = (ħvkσx + Δσz)φ.

Define s = k(ħv/qF)^(1/2) and δ = Δ/(ħv qF)^(1/2). Let a and b be the amplitudes of the σx eigenstates with eigenvalues −1 and +1. Since σz exchanges these states,

ia′ = −sa + δb,  ib′ = sb + δa,

where a prime means d/ds. At large |s| state a has energy −ħvk and velocity −v. It starts in the conduction band at s → −∞ and ends in the valence band at s → +∞. Remaining in a therefore means passing through the gap with unchanged velocity; ending in b means turning back within the conduction band. Hence T = |a(+∞)/a(−∞)|², with b(−∞) = 0.

To eliminate b, write the first equation as δb = ia′ + sa and differentiate it: δb′ = ia″ + a + sa′. The second equation gives

δb′ = −is(ia′ + sa) − iδ²a = sa′ − is²a − iδ²a.

Equating the two and multiplying by −i,

a″ + (s² + δ² − i)a = 0.

Put a = exp(is²/2) g. Then a″ = exp(is²/2)[g″ + 2isg′ + (i − s²)g], so

g″ + 2isg′ + δ²g = 0.     (6)

Try g(s) = ∫G(u) exp(us) du along a contour whose ends contribute nothing. Since s exp(us) is the u-derivative of exp(us), integration by parts turns 2isg′ into −2i∫(uG)′ exp(us) du. Equation (6) then requires

2i(uG)′ = (u + δ²/u)(uG),

which integrates to

G = u^(−1−β) exp(−iu²/4),  β = iδ²/2.

The Gaussian factor decays fastest along arg u = −π/4, 3π/4 and directions differing from these by 2π. Let the contour come in from infinity at arg u = −π/4, circle the origin anticlockwise, and leave at arg u = 7π/4.

For s → −∞, turn the two ends to arg u = 0 and 2π, where exp(−|s|u) decays. The integral comes from |u| of order 1/|s|, where the Gaussian is one. With u = z/|s|,

g → |s|^β K,  K = ∫z^(−1−β) exp(−z) dz,  arg z from 0 to 2π.

Here |g| tends to a constant. Also δb = ia′ + sa = i exp(is²/2) g′, which falls as 1/|s|, so b(−∞) = 0 as required.

For s → +∞, split the contour into a loop from arg u = −5π/4 to 3π/4, which surrounds the origin, and two lines joining −π/4 to −5π/4 and 3π/4 to 7π/4, which pass below and to the left of it. The full exponent can be written

us − iu²/4 = −i(u + 2is)²/4 − is².

Draw each line through u = −2is at 45° to the axes. With r the distance from that point, the integrand has modulus at most a constant times exp(−r²/4)/|u|, because |u^(−β)| = exp(δ² arg u/2) is bounded there, and |u| is at least √2 s. The lines therefore contribute terms of order 1/s, which vanish. In the loop, turn the ends to arg u = −π and π and set u = z/s. This leaves s^β times the integral of z^(−1−β) exp(z). The substitution z = exp(−iπ)y makes arg y run from 0 to 2π and gives

∫z^(−1−β) exp(z) dz = exp(iπβ) ∫y^(−1−β) exp(−y) dy = exp(iπβ) K.

As iπβ = −πδ²/2, the amplitude ratio has modulus exp(−πδ²/2). Squaring it,

T = exp(−πδ²) = exp[−πΔ²/(ħv qF)],

which is (2) with unit prefactor. It covers small gaps too: T tends to one as Eg goes to zero, since the Dirac Hamiltonian then conserves σx and cannot turn the electron back.

A stationary scattering calculation tests this result by another route. The Dirac equation was integrated through a long uniform-field ramp, from an energy 6Eg above local midgap to 6Eg below it. It gave T = 0.1379 for N = 25 and 9.458 × 10⁻⁴ for N = 13, against 0.1377 and 9.460 × 10⁻⁴ from (2).

**How fixed is the velocity?**

On the honeycomb lattice each atom of one sublattice has one neighbour on its own dimer line, displaced by d along the ribbon, and one on each adjacent line, displaced by −d/2 along the ribbon. For the other sublattice the signs are reversed. The wave must vanish on the absent lines 0 and N + 1, so its amplitude on line j is sin(jθ), with θ = pπ/(N + 1) and p an integer from 1 to N. Since sin[(j+1)θ] + sin[(j−1)θ] = 2cosθ sin(jθ), the coupling between the two sublattices is t[exp(ikd) + 2c exp(−ikd/2)], where c = cosθ. Its squared modulus is

E² = t²[1 + 4c² + 4c cos(3kd/2)] = t²(1 + 2c)² − 8ct² sin²(3kd/4).     (7)

The gap is Eg = 2t|1 + 2c| for the p that brings c closest to −1/2. At small k the last term is (−2c)(3td/2)²k². The subband velocity u₁ therefore obeys

u₁² = −2c v² = [1 − (1 + 2c)]v².

For N one more than a multiple of 3, such as 13 and 25, the closest θ lies below 2π/3. Then 1 + 2c = +Eg/(2t) and u₁² = v²[1 − Eg/(2t)]. For N a multiple of 3, such as 12 and 24, the sign is reversed. For N two more than a multiple of 3, p = 2(N + 1)/3 gives c = −1/2 and no gap in this model.

In the first family θ = 2π/3 − π/[3(N + 1)]. Expanding the cosine for a wide ribbon gives Eg ≈ 2πt/[√3(N + 1)]. Within that family, at fixed field, S thus falls as 1/(N + 1)² when the ribbon is wide.

For imaginary k, sin² in (7) becomes −sinh². When 3κd/4 is small this returns (5) with u₁ in place of v, so in the first family

S ≈ πEg² / {4ħv qF [1 − Eg/(2t)]^(1/2)}.

For N = 13, Eg/(2t) = 0.714/5.4 = 0.132. The mass rises from 0.0823 to 0.0823/0.868 = 0.0948 electron masses, and S from 6.96 to 6.963/0.868^(1/2) = 7.47. The action computed from the complex bands of the atomic lattice is also 7.47; for N = 25 it is 2.06. Equation (1), given each ribbon's own lattice mass, reproduces both to within 0.1 %.

With X = Eg/(2t), the local power in the first family is

d ln S/d ln Eg = 2 + X/[2(1 − X)],

and in the second it is 2 − X/[2(1 + X)]. The lattice actions give 2.05 between N = 25 and 13, and 1.95 between N = 24 and 12. The square law is the small-gap limit, approached from opposite sides by the two families.

These corrections do not rescue the 3/2 scaling. Starting from the lattice value 2.056, it predicts 2.056 × 2.566 = 5.28 for N = 13 and overestimates the lattice T by exp(7.470 − 5.275) = 9. The square law predicts 2.056 × 3.513 = 7.22 and overestimates it by exp(0.248) = 1.3.

**When the field is not held fixed**

In a junction of fixed length L, the potential energy drop Eg + w grows with the gap. If the field is uniform over L, then qF = (Eg + w)/L and

S = πEg²L / [4ħv(Eg + w)].

At fixed L and w the local power is

d ln S/d ln Eg = 2 − Eg/(Eg + w),

which lies between 1 and 2 and equals 3/2 at Eg = w. Take L = (0.381 + 0.2)/0.1 = 5.81 nm, the length that gives the wide ribbon its 1 MV/cm. The narrow ribbon then sees 1.57 MV/cm, and S = 4.43 instead of 6.96. The average power between the two ribbons is 1.28. A measured power near 3/2 is therefore no proof of a constant mass; the field in each device must be known first.

The ends of the field region matter as well. With the field held at 1 MV/cm, cut off abruptly where the total drop reaches Eg + w, the Dirac equation gives mean transmissions over the window of 0.164 and 1.33 × 10⁻³. These exceed (2) by 19 % and 41 %. The narrow ribbon still transmits 120 times less than the wide one; (2) gives 146 times and the mistaken scaling 22.

**Beside real ribbons**

Armchair ribbons about as narrow as the N = 13 example can be grown with atomic precision, and a field of order 1 MV/cm is reasonable for a tunnel junction. The gaps used here are nevertheless model values. Real edge bonds differ from interior ones. Strengthening their hopping by a rough 12 % raises the gaps to 0.455 and 0.858 eV and the lattice exponents to 2.92 and 10.7. For N = 13 this lowers T by a factor exp(10.656 − 7.470) = 24, yet the power between the two ribbons remains 2.04. Electron interactions also change gaps and velocities, by amounts that depend on the surroundings, and in ribbons this narrow they can double the gap or more. By (2), a doubled gap at the same velocity multiplies S by four. For N = 13 that means S = 27.9 and T = 8 × 10⁻¹³, an upper estimate of S, because an exchange interaction that widens the gap tends to raise the velocity as well. With v 50 % higher, (2) gives S = 27.9/1.5 = 18.6 and T ≈ 9 × 10⁻⁹. Either way, at 1 MV/cm such a ribbon would carry almost no tunnelling current. At fixed gap, a velocity 10 % higher lowers S to 1.80 and 6.33.

The results also assume a width that is uniform to a single dimer line. With the stronger edge bonds, N = 12, 13 and 14 have gaps of 0.607, 0.858 and 0.123 eV. One dimer line too many can nearly remove the barrier, so the gap, not the nominal width, must enter (2), and ribbons are best compared within one family.

Some other corrections are smaller here. By (2), the second subband would transmit 6 × 10⁻⁴ for N = 25 and 3 × 10⁻¹¹ for N = 13 in an unbounded field. In the junctions above, its gaps of 0.74 and 1.33 eV exceed the total drops Eg + w of 0.58 and 0.91 eV, so it has no tunnelling window at all. At 300 K, with the source Fermi level at its valence edge and the drain Fermi level at its conduction edge, thermal occupation multiplies both tunnelling currents by 0.82 if T is constant in the window. The current over the gap, if every electron and hole above the barrier is transmitted, is then about 2 × 10⁻³ nA for the wide ribbon and 4 × 10⁻⁹ nA for the narrow one; in the Dirac model, reflection at the ends of the field region lowers these values by about a quarter. Phonon-assisted tunnelling, disorder along the edges, contacts and the self-consistent potential are left out and have not been sized. They can add leakage or change the local field, so the currents above are those of ideal junctions, not forecasts for a device. The numerical output lists the values for both ribbons.

Computed values

```
hopping 2.7 eV, bond 0.142 nm, window 0.2 eV
field 1.0 MV/cm = 0.1 V/nm
hbar*v 0.5751 eV nm
v 8.737e+05 m/s
power at fixed v 2.0000, fixed m 1.5000
--- N=25, width 2.951 nm
gap 0.3810 eV
mass: Dirac 0.0439 m_e, lattice 0.0472 m_e
tunnelling length 3.81 nm
S: square law 1.982, lattice 2.056
S: 3/2 form with lattice mass 2.056
T: square law 1.377e-01, lattice 1.280e-01
T: Dirac scattering, long ramp 1.379e-01
T: finite junction, window mean 1.642e-01
finite junction length 5.81 nm
T: second subband 6.24e-04
current, T=0 K occupation 2134.59 nA
over-gap current at 300 K 1.59e-03 nA
edge bonds +12%: gap 0.4553 eV, S 2.918
S with v 10% higher 1.802
--- N=13, width 1.476 nm
gap 0.7141 eV
mass: Dirac 0.0823 m_e, lattice 0.0948 m_e
tunnelling length 7.14 nm
S: square law 6.963, lattice 7.470
S: 3/2 form with lattice mass 7.475
T: square law 9.460e-04, lattice 5.698e-04
T: Dirac scattering, long ramp 9.458e-04
T: finite junction, window mean 1.330e-03
finite junction length 9.14 nm
T: second subband 2.82e-11
current, T=0 K occupation 14.66 nA
over-gap current at 300 K 4.05e-09 nA
edge bonds +12%: gap 0.8581 eV, S 10.656
S with v 10% higher 6.330
--- wide ribbon carried to narrow ribbon
gap ratio 1.8742, ^1.5 2.5658, ^2 3.5127
mistaken S 5.086, T 6.181e-03
mistaken current 95.78 nA
overestimate of T 6.53 times
lattice power: N=25,13 2.054; N=24,12 1.954
with edge bonds: 2.044; 1.947
thermal occupation factor at 300 K 0.821
fixed length 5.81 nm: N=13 field 1.57 MV/cm
fixed length: N=13 S 4.426, power 1.279
N=12 gap: plain 0.7351 eV, edge bonds 0.6070 eV
N=14 gap: plain 0.0000 eV, edge bonds 0.1234 eV
```
